# Average gaps of diamond, silicon and germanium from the Penn relation

## Problem

The electronic dielectric constant $\varepsilon$ of a semiconductor is the response of its electrons to a slow electric field while the nuclei stay still. It is also written $\varepsilon_\infty$. The Penn relation connects it with an energy $E_P$,

$$\varepsilon=1+\left(\frac{\hbar\omega_p}{E_P}\right)^2,\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0 m},$$

where $n$ is the density of valence electrons, $m$ the free-electron mass and $e>0$ the elementary charge. Diamond, silicon and germanium share the diamond structure, with cubic edge $a$ and four valence electrons per atom. Rounded measured values are:

| Crystal | $a$ (nm) | $\varepsilon$ | fundamental gap (eV) |
|---|---|---|---|
| diamond | 0.36 | 5.7 | 5.5 |
| silicon | 0.54 | 12 | 1.1 |
| germanium | 0.57 | 16 | 0.7 |

(a) Find $n$ and $\hbar\omega_p$ for each crystal.

(b) Derive the Penn relation from a model of bound electrons, and extract $E_P$ with the uncertainty due to rounding of the inputs.

(c) Which average over transitions does $E_P$ represent, and how is it related to the gap?

(d) How far do the main neglected effects move the results?

## Hints

1. Count the atoms in the cube: corners and faces are shared between cubes.
2. For $\omega_p$, displace all electrons together and find the field that pulls them back. For $\varepsilon$, tie each electron to its place with a spring.
3. The logarithm of $E_P$ turns products into sums, which makes the error estimate short.
4. For (c), let a potential of very long wavelength act on a filled band. Second-order perturbation theory gives both the polarizability and a sum rule.

## Solution

### (a) Density and plasma energy

The face-centred cubic lattice has $8\times\frac18+6\times\frac12=4$ points per cube. Each carries two atoms, so the cube holds 8 atoms and 32 valence electrons:

$$n=\frac{32}{a^3}.$$

For diamond $n=32/(0.36\ \text{nm})^3=685.9\ \text{nm}^{-3}$. Silicon has $203.2\ \text{nm}^{-3}$ and germanium $172.8\ \text{nm}^{-3}$.

Now shift all electrons of a slab by $x$ along its normal. The polarization is $P=-nex$. With no external charge the field inside is $F=-P/\varepsilon_0=+nex/\varepsilon_0$, and the force on an electron is $-eF$. Hence

$$m\ddot x=-\frac{ne^2}{\varepsilon_0}x,$$

an oscillation at $\omega_p$. No binding force has entered, so $\hbar\omega_p$ measures density alone. In electronvolts,

$$(\hbar\omega_p)^2=\frac{\hbar^2e^2}{\varepsilon_0m}\,n ,\qquad \frac{\hbar^2e^2}{\varepsilon_0 m}=1.379\ \text{eV}^2\,\text{nm}^3 .$$

For diamond $\hbar\omega_p=\sqrt{1.379\times685.9}\ \text{eV}=30.75$ eV. The same step gives 16.74 eV for silicon and 15.44 eV for germanium.

### (b) The relation and its inversion

Let each valence electron be bound by a spring of constant $m\omega_0^2$, and let the macroscopic field $F$ act on it. This leaves out any difference between the macroscopic field and the local field at the electron. In equilibrium

$$-m\omega_0^2x-eF=0\quad\Rightarrow\quad x=-\frac{eF}{m\omega_0^2}.$$

The polarization is then

$$P=-nex=\frac{ne^2}{m\omega_0^2}F ,$$

and since $\varepsilon=1+P/(\varepsilon_0F)$,

$$\varepsilon=1+\frac{ne^2}{\varepsilon_0m\omega_0^2}=1+\frac{\omega_p^2}{\omega_0^2}.$$

With $E_P=\hbar\omega_0$ this is the Penn relation. Stiff binding, $E_P\to\infty$, gives $\varepsilon\to1$. As $E_P\to0$ the static response diverges, because free electrons have no equilibrium position in a static field. Solving for $E_P$,

$$E_P=\frac{\hbar\omega_p}{\sqrt{\varepsilon-1}} .$$

For silicon $\sqrt{\varepsilon-1}=\sqrt{11}=3.317$, so $E_P=16.74/3.317=5.05$ eV.

To see how input errors enter, use $\omega_p\propto a^{-3/2}$ and write

$$\ln E_P=\text{const}-\tfrac32\ln a-\tfrac12\ln(\varepsilon-1).$$

Differentiation gives

$$\frac{\delta E_P}{E_P}=-\frac32\frac{\delta a}{a}-\frac{\delta\varepsilon}{2(\varepsilon-1)} .$$

Rounding allows $\delta a=\pm0.005$ nm, with $\delta\varepsilon=\pm0.05$ for diamond and $\pm0.5$ for the other two. For silicon the two terms are 1.4 % and 2.3 %, at worst 3.7 % together. The ranges below come from evaluating $E_P$ at the extreme inputs.

| Crystal | $\sqrt{\varepsilon-1}$ | $E_P$ (eV) | range (eV) | $E_P$/gap |
|---|---|---|---|---|
| diamond | 2.168 | 14.2 | 13.8–14.6 | 2.6 |
| silicon | 3.317 | 5.0 | 4.9–5.2 | 4.6 |
| germanium | 3.873 | 4.0 | 3.9–4.1 | 5.7 |

The gaps are rounded too, so the last column is less certain than its digits suggest. It can lie between 4.2 and 5.0 for silicon and between 5.2 and 6.3 for germanium.

From diamond to silicon $E_P$ falls by a factor 2.81. This is the product of 1.84 from the plasma energy and 1.53 from $\sqrt{\varepsilon-1}$. The lower electron density therefore accounts for more of the fall than the larger dielectric constant does.

The displacement behind these numbers is small. From $P=\varepsilon_0(\varepsilon-1)F$ and $|P|=ne|x|$, silicon in a field of 0.1 MV/cm has

$$|x|=\frac{\varepsilon_0(\varepsilon-1)F}{ne}=0.030\ \text{pm},$$

less than one part in ten thousand of the cubic edge.

### (c) What is averaged

A crystal has many transition energies. Take independent electrons in a local periodic potential, with filled bands $v$ separated by a gap from empty bands $c$. For the moment, ignore core states. Let $p_{cv}$ be the matrix element of the momentum component $p_x$ between states of equal $\mathbf k$, and let $E_{cv}=E_c-E_v$.

**Polarizability.** Apply the slow potential energy $\Lambda\cos qx$. It couples $\mathbf k$ to $\mathbf k\pm\mathbf q$, with $\mathbf q$ along $x$, and each coupling has amplitude $\Lambda/2$ times the overlap of the periodic parts $u$ of the Bloch functions. The Hamiltonian for these periodic parts changes with wave vector as

$$H_{\mathbf k+\mathbf q}=H_{\mathbf k}+\frac{\hbar q}{m}(p_x+\hbar k_x)+\frac{\hbar^2q^2}{2m}.$$

The term $\hbar k_x$ is a constant and does not mix bands. First-order perturbation theory in $q$ therefore gives the overlap

$$\left|\langle u_{c,\mathbf k+\mathbf q}|u_{v,\mathbf k}\rangle\right|=\frac{\hbar q|p_{cv}|}{mE_{cv}} .$$

The second-order energy of an electron in band $v$, with both signs of $q$ counted, is

$$\Delta E=-2\sum_c\frac{\Lambda^2}{4}\,\frac{\hbar^2q^2|p_{cv}|^2}{m^2E_{cv}^2}\,\frac1{E_{cv}}
=-\frac{\Lambda^2q^2}{2}\sum_c\frac{\hbar^2|p_{cv}|^2}{m^2E_{cv}^3}.$$

The electric field has amplitude $\Lambda q/e$ and mean square $\Lambda^2q^2/(2e^2)$. Setting $\Delta E=-\frac12\alpha\,\Lambda^2q^2/(2e^2)$ yields

$$\alpha=\frac{2e^2\hbar^2}{m^2}\sum_c\frac{|p_{cv}|^2}{E_{cv}^3}
=\frac{e^2\hbar^2}{m}\sum_c\frac{f_{cv}}{E_{cv}^2},\qquad f_{cv}=\frac{2|p_{cv}|^2}{mE_{cv}} .$$

The dimensionless $f_{cv}$ is the oscillator strength. Couplings between two filled states, whether in the same band or in different bands, are left out here. They drop out of the total, because the second-order energies they give to the two states are equal and opposite.

**Sum rule.** The same Hamiltonian, taken to second order in $q$, gives the band curvature. The sum now runs over all other bands $j$:

$$\frac{\partial^2E_v}{\partial k_x^2}=\frac{\hbar^2}{m}-\frac{2\hbar^2}{m^2}\sum_{j\ne v}\frac{|p_{jv}|^2}{E_j-E_v}
\quad\Rightarrow\quad
\sum_{j\neq v}f_{jv}=1-\frac m{\hbar^2}\frac{\partial^2E_v}{\partial k_x^2}.$$

Add this over the filled bands. Strengths between two filled bands cancel in pairs, since exchanging the bands reverses the sign of $E_j-E_v$. The summed energy of the filled bands is periodic in $\mathbf k$, so its slope is periodic too and its curvature averages to zero over the Brillouin zone. The strengths from filled to empty bands thus add up to one per electron.

They can serve as the weights of an average. With $\varepsilon-1=n\langle\alpha\rangle/\varepsilon_0$,

$$\varepsilon-1=\frac{ne^2\hbar^2}{\varepsilon_0m}\left\langle\frac1{E^2}\right\rangle=(\hbar\omega_p)^2\left\langle\frac1{E^2}\right\rangle
\quad\Rightarrow\quad \frac1{E_P^2}=\left\langle\frac1{E^2}\right\rangle .$$

All weights from filled to empty bands are positive or zero, and no transition that carries strength lies below some energy $E_{\min}$. Hence $\langle1/E^2\rangle\le1/E_{\min}^2$, and

$$E_P\ge E_{\min}.$$

Here $E_{\min}$ belongs to transitions at equal $\mathbf k$. In all three crystals the fundamental gap is indirect, joining states of different $\mathbf k$, so it does not enter the average at all. The average also takes in transitions far above $E_{\min}$, and these can lift $E_P$ to several times the gap even in a crystal whose gap is direct. $E_P$ should therefore not be read as an absorption edge.

A one-dimensional model crystal shows the sum rule at work. Its potential energy is a cosine of amplitude 8.16 eV and period 0.332 nm, and its lowest band is filled. Diagonalization in plane waves gives strength sums between 0.442 and 1.872 at single values of $k$, but a band average of 1.000. The smallest gap is 7.98 eV and the average energy $\langle1/E^2\rangle^{-1/2}$ is 9.49 eV, above the gap as the inequality requires.

### (d) Neglected effects in the real crystals

The inputs are rough values for the real solids, and the estimates below are rough as well. Percentages refer to the $E_P$ found in (b).

*The 3d shell of germanium.* This filled shell lies below the valence bands. In the sum rule, transitions from valence states down to 3d states count with negative strength. They are blocked because the shell is full, so the strength from valence to empty bands exceeds four per atom. A local-density calculation for a free germanium atom in the configuration $4s4p^3$ gives a blocked strength of about 0.2 per atom to the 3d shell and about 0.3 to all core shells together. A count of 4.3 multiplies $E_P$ by $\sqrt{4.3/4}$ and gives about 4.1 eV, 4 % higher, at the upper edge of the rounding range. This atomic estimate is only a guide for the solid. The same effect of the core shells adds about 0.1 per atom in carbon and silicon and raises $E_P$ there by about 1.5 %. A count of five would give 4.46 eV, 12 % higher, but blocked transitions of the size found for the atom do not account for so large a count.

The shell is also polarizable itself. If all the strength of its ten electrons per atom lay at the threshold, a rough 30 eV, it would add

$$\frac{10}{4}\left(\frac{15.44}{30}\right)^2=0.66$$

to $\varepsilon$. This is a large overestimate, because much of the strength lies well above the threshold. A Hartree–Fock calculation for the free Ge$^{4+}$ ion gives a polarizability volume of about $1.1\times10^{-4}\ \text{nm}^3$, provided the basis contains several f functions suited to the 3d shell; a standard triple-zeta basis gives only $0.65\times10^{-4}\ \text{nm}^3$. Multiplied by $4\pi$ and the atomic density $8/a^3$, it adds only about 0.06 to $\varepsilon$. Removing this part, with the count kept at four, raises $E_P$ by about 0.2 %.

*Local fields.* The measured $\varepsilon$ contains the difference between local and macroscopic fields, whereas the average in (c) was derived without it. If removing this difference changes $\varepsilon$ by 10 % in either direction, an assumed size, $E_P$ shifts by about 5 to 7 % in the opposite direction. Such a modest size is meant for valence electrons spread over the bonds. If they were point-like dipoles on a cubic lattice, the Lorentz field $F+P/(3\varepsilon_0)$ would act on each spring, and the spring energy would be $\sqrt{E_P^2+(\hbar\omega_p)^2/3}$. For silicon this is 10.9 eV instead of 5.05 eV, so $E_P$ is an effective energy and not a literal spring constant.

*Penn's own model.* Penn used a nearly-free-electron model with an isotropic gap $E_g$. In its usual form $(\hbar\omega_p/E_g)^2$ is multiplied by $1-E_g/4E_F+\frac13(E_g/4E_F)^2$, where $E_F$ is the free-electron Fermi energy of the valence electrons. With the same inputs this gives $E_g=13.4$, 4.8 and 3.8 eV for diamond, silicon and germanium, 4 to 6 % below $E_P$. Values obtained with and without this factor should not be mixed.

*Temperature.* Suppose $\varepsilon$ of germanium rises by a rough $2\times10^{-4}$ of its value per kelvin. Warming by 100 K at fixed $a$ then lowers $E_P$ by 1.0 %.

*Lattice and carriers.* The two atoms of the primitive cell are exchanged by inversion, so they carry equal dynamical charges. These charges must add to zero, since a rigid shift of a neutral crystal creates no dipole. Each is therefore zero, and the lattice contribution familiar from polar crystals, which comes from a dipole proportional to the displacements, is absent. A dipole of second order in the displacements is still allowed, and its contribution is not estimated here. Thermal carriers in pure germanium at 300 K, roughly $2\times10^{13}\ \text{cm}^{-3}$ with a mass of $0.1\,m$, change $\varepsilon$ at a photon energy of 0.5 eV by about $-10^{-6}$. Heavy doping or a much lower frequency would make this term larger.

## Variation 1: a measurement at finite photon energy

*Suppose that $\varepsilon=16$ for germanium was measured at a photon energy $E=0.5$ eV. What is $E_P$?*

For a field $F\cos\omega t$ the equation of motion is $m\ddot x=-m\omega_0^2x-eF\cos\omega t$. Inserting $x=X\cos\omega t$ gives

$$X=-\frac{eF}{m(\omega_0^2-\omega^2)},\qquad
\varepsilon(E)=1+\frac{(\hbar\omega_p)^2}{E_P^2-E^2}.$$

Solving for the Penn energy,

$$E_P=\sqrt{\frac{(\hbar\omega_p)^2}{\varepsilon-1}+E^2}=\sqrt{\frac{15.44^2}{15}+0.5^2}\ \text{eV}=4.02\ \text{eV}.$$

For a single oscillator this is 0.8 % above the static result, which is less than the rounding error. A spread of transition energies makes the correction larger, because the lowest transitions respond most strongly to the finite photon energy. With the strength spread evenly from $E_P/2.5$ to $2.5E_P$, for example, it is about 2 %. Conversely, an oscillator with $\varepsilon=16.00$ at zero frequency has $\varepsilon=16.24$ at 0.5 eV. The undamped formula diverges at $E=E_P$. For a real crystal it fails earlier, as the photon energy approaches the onset of strong direct absorption, because the transitions are spread in energy.

## Variation 2: strength spread over a window

*Let the oscillator strength be spread evenly between $E_1$ and $E_2$. Find $E_P$, and compare it with the middle of the window for a case that reproduces silicon.*

The normalized weight is $1/(E_2-E_1)$, so

$$\frac1{E_P^2}=\frac1{E_2-E_1}\int_{E_1}^{E_2}\frac{dE}{E^2}
=\frac1{E_2-E_1}\left(\frac1{E_1}-\frac1{E_2}\right)=\frac1{E_1E_2}.$$

Hence $E_P=\sqrt{E_1E_2}$, the geometric mean. As $E_2\to E_1$ the single oscillator returns.

For silicon, choose a window from $E_P/1.5=3.36$ eV to $1.5E_P=7.57$ eV. Its geometric mean is 5.05 eV, while its midpoint is 5.47 eV. The Penn energy lies below the midpoint because the factor $1/E^2$ favours low transition energies. Any other window with the same product $E_1E_2$ gives the same $\varepsilon$ at the same density. One measured dielectric constant therefore fixes this average but neither the onset nor the width of the absorption.
